# Von Weizsäcker and Thomas-Fermi kinetic-energy functionals for the hydrogen atom: test program

```python
# Kinetic-energy functionals on the hydrogen 1s density n = exp(-2r)/pi (hartree atomic units,
# fixed nucleus, fully spin-polarised). Result under test:
#   T = T_W = 1/2,  T_TF = (81/1250)(6 pi)^(2/3),  T_GE2 = T_TF + T_W/9
# T_W = (1/8) int |grad n|^2/n ; T_TF = C int n^(5/3), C1 = 0.3 (6 pi^2)^(2/3) for one spin,
# C2 = 0.3 (3 pi^2)^(2/3) for equal spins. The 1/9 is tested through the one-spin response
# chi = -(kF/2pi^2) F(eta), eta = q/(2 kF), F = Lindhard function, kF = (6 pi^2 n)^(1/3).
# s = |grad n|/(2 kF n) is the reduced gradient, lambda the coefficient of T_W.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]
C1 = 0.3*(6*pi**2)**(2/3)
C2 = 0.3*(3*pi**2)**(2/3)
TF_closed = 81/1250*(6*pi)**(2/3)
GE2_closed = TF_closed + 1/18

def gauss(a, b, m):
    x, w = np.polynomial.legendre.leggauss(m)
    return 0.5*(b-a)*x + 0.5*(a+b), 0.5*(b-a)*w

# ---- T from -1/2 psi* Laplacian psi against T_W from the density alone
r, th, ph = sp.symbols('r theta phi', positive=True)
rg, rw = gauss(0, 60, 300)
tg, tw = gauss(0, pi, 40)
R, TH = np.meshgrid(rg, tg, indexing='ij')
W = 2*pi*np.outer(rw*rg**2, tw*np.sin(tg))
def integrate(expr):
    return float(np.sum(W*np.real(sp.lambdify((r, th, ph), expr, 'numpy')(R, TH, 0.7))))
def orbital_data(amp, m):
    psi, cpsi, n = amp*sp.exp(sp.I*m*ph), amp*sp.exp(-sp.I*m*ph), amp**2
    lap = (sp.diff(r**2*sp.diff(psi, r), r)/r**2
           + sp.diff(sp.sin(th)*sp.diff(psi, th), th)/(r**2*sp.sin(th))
           + sp.diff(psi, ph, 2)/(r*sp.sin(th))**2)
    grad2 = sp.diff(n, r)**2 + sp.diff(n, th)**2/r**2
    return integrate(n), integrate(-cpsi*lap/2), integrate(grad2/(8*n))
N1s, T1s, W1s = orbital_data(sp.exp(-r)/sp.sqrt(sp.pi), 0)
N2s, T2s, W2s = orbital_data((2-r)*sp.exp(-r/2)/sp.sqrt(32*sp.pi), 0)
N2p, T2p, W2p = orbital_data(r*sp.exp(-r/2)*sp.sin(th)/sp.sqrt(64*sp.pi), 1)
phase2p = integrate(r**2*sp.exp(-r)*sp.sin(th)**2/(64*sp.pi)/(2*r**2*sp.sin(th)**2))
assert max(abs(N1s-1), abs(N2s-1), abs(N2p-1)) < 1e-9
assert abs(T1s-0.5) < 1e-9 and abs(W1s-0.5) < 1e-9
assert abs(T2s-0.125) < 1e-9 and abs(W2s-T2s) < 1e-9
assert abs(T2p-0.125) < 1e-9 and abs(W2p-0.0625) < 1e-9 and abs(T2p-W2p-phase2p) < 1e-9

# ---- TF integral by quadrature; libxc with explicit spin densities
dens = lambda x: np.exp(-2*x)/pi
I53 = quad(lambda x: 4*pi*x*x*dens(x)**(5/3), 0, 60, epsabs=1e-13)[0]
assert abs(I53-27/125*pi**(-2/3)) < 1e-10
TF, TFu = C1*I53, C2*I53
GE2, GE2u = TF + W1s/9, TFu + W1s/9
assert abs(TF-TF_closed) < 1e-10 and abs(GE2-GE2_closed) < 1e-9
assert round(TF, 4) == 0.4590 and round(GE2, 4) == 0.5145
x, wx = gauss(0, 25, 300)
nx = dens(x)
full = np.array([nx, 0*nx, 0*nx, -2*nx])
def xc_energy(name, up, lda=False):
    a, b = up*full, (1-up)*full
    if lda:
        a, b = a[0].copy(), b[0].copy()
    return np.sum(4*pi*x*x*wx*nx*libxc.eval_xc(name, (a, b), spin=1, deriv=1)[0])
assert abs(xc_energy('LDA_K_TF', 1.0, True)-TF_closed) < 1e-6
assert abs(xc_energy('GGA_K_VW', 1.0)-0.5) < 1e-6
assert abs(xc_energy('GGA_K_GE2', 1.0)-GE2_closed) < 1e-6
assert abs(xc_energy('LDA_K_TF', 0.5, True)-TFu) < 1e-6
assert abs(xc_energy('GGA_K_VW', 0.5)-0.5) < 1e-6
assert abs(xc_energy('GGA_K_GE2', 0.5)-GE2u) < 1e-6

# ---- density from a finite-difference radial Schroedinger equation (error of order h^2)
def radial_solution(Z, h=0.002, m=12000):
    g = h*np.arange(1, m+1)
    e, v = eigh_tridiagonal(1/h**2 - Z/g, -0.5/h**2*np.ones(m-1), select='i', select_range=(0, 0))
    u2 = v[:, 0]**2/h
    T = e[0] + h*np.sum(u2*Z/g)
    keep = g < 13/Z
    n = (u2/(4*pi*g*g))[keep]
    vol = 4*pi*h*g[keep]**2
    return e[0], T, np.sum(vol*np.gradient(n, h)**2/(8*n)), C1*np.sum(vol*n**(5/3))
fd = {Z: radial_solution(Z) for Z in (1, 2)}
for Z, (E, T, TW, TT) in fd.items():
    tol = 3e-5*Z**2
    assert abs(E+Z*Z/2) < tol and abs(T-Z*Z/2) < tol and abs(TW-T) < tol
    assert abs(TT-Z*Z*TF_closed) < tol

# ---- TF constants by filling plane-wave states of a unit periodic box
m1 = np.arange(-70, 71)**2
levels = np.sort((m1[:, None, None]+m1[None, :, None]+m1[None, None, :]).ravel())*2*pi**2
Nbox = 1000000
C1box = levels[:Nbox].sum()/Nbox**(5/3)
C2box = 2*levels[:Nbox//2].sum()/Nbox**(5/3)
assert abs(C1box/C1-1) < 1e-3 and abs(C2box/C2-1) < 1e-3
assert abs(C1box/C2box-2**(2/3)) < 2e-3

# ---- Lindhard function: principal value and series
F = lambda e: 0.5 + (1-e*e)/(4*e)*np.log(abs((1+e)/(1-e)))
for e in (0.1, 0.4, 0.9):
    assert abs(quad(lambda t: 1-t*t, -1, 1, weight='cauchy', wvar=-e)[0]/(4*e)-F(e)) < 1e-8
assert abs(quad(lambda t: (1-t*t)/(t+2.0), -1, 1)[0]/8-F(2.0)) < 1e-10
y = sp.symbols('y', positive=True)
L = sp.series(sp.log(1+y)-sp.log(1-y), y, 0, 11).removeO()
small = sp.series(1/sp.expand(sp.Rational(1, 2)+(1-y**2)/(4*y)*L), y, 0, 6).removeO()
large = sp.series(1/sp.expand((sp.Rational(1, 2)+(1-1/y**2)*y/4*L)/y**2), y, 0, 4).removeO()
c2, c4 = small.coeff(y, 2), small.coeff(y, 4)
assert c2 == sp.Rational(1, 3) and c4 == sp.Rational(8, 45)
assert large.coeff(y, 0) == 3 and large.coeff(y, 2) == -sp.Rational(3, 5)

# ---- kernels of TF and W on a weakly modulated density
n0, qq = 0.03, 0.7
k0, amp = (6*pi**2*n0)**(1/3), 1e-3*n0
ang = 2*pi*np.arange(64)/64
nz, dz = n0+amp*np.cos(ang), -amp*qq*np.sin(ang)
pref = amp**2/4*2*pi**2/k0
assert abs(C1*(np.mean(nz**(5/3))-n0**(5/3))/pref-1) < 1e-5
assert abs(np.mean(dz**2/(8*nz))/(pref*3*(qq/(2*k0))**2)-1) < 1e-5

# ---- exact one-spin gas in V0 cos(qz): Bloch states along z, free motion across
def cosine_gas(mu, V0, q, nk, M):
    k = (np.arange(nk)+0.5)/nk*q - q/2
    kin = 0.5*(k[:, None]+q*np.arange(-M, M+1))**2
    i = np.arange(2*M+1)
    H = np.zeros((nk, 2*M+1, 2*M+1))
    H[:, i, i] = kin
    H[:, i[:-1], i[1:]] = V0/2
    H[:, i[1:], i[:-1]] = V0/2
    eps, c = np.linalg.eigh(H)
    occ = np.clip(mu-eps, 0, None)/(2*pi)      # transverse states per area
    dk = q/nk/(2*pi)
    T = dk*np.sum(occ*np.einsum('kgb,kg->kb', c**2, kin) + pi*occ**2)
    rho = dk*((c*occ[:, None, :]) @ c.transpose(0, 2, 1)).sum(axis=0)
    f = np.array([np.trace(rho, offset=j) for j in range(2*M+1)])
    a = 2*pi*np.arange(256)/256
    j = np.arange(1, 2*M+1)[:, None]
    n = f[0] + 2*np.sum(f[1:, None]*np.cos(j*a), axis=0)
    dn = -2*q*np.sum(j*f[1:, None]*np.sin(j*a), axis=0)
    return T, n, dn, f[0], 2*f[1]
resp = []
for q, nk, M in ((0.8, 1000, 8), (4.0, 4000, 4)):
    T, n, dn, nb, d = cosine_gas(0.5, 0.01, q, nk, M)
    kF = (6*pi**2*nb)**(1/3)
    chi = -kF/(2*pi**2)*F(q/(2*kF))
    ratio = (T-C1*nb**(5/3))/(-d*d/(4*chi))
    assert abs(d/0.01/chi-1) < 3e-3 and abs(ratio-1) < 3e-3   # fourth order in V0 remains
    resp.append((q, q/(2*kF), d/0.01, chi, ratio))
lam = {}
for q, M in ((0.4, 12), (0.2, 20)):
    T, n, dn, nb, d = cosine_gas(0.5, 0.05, q, 400, M)
    lam[q] = (T-C1*np.mean(n**(5/3)))/np.mean(dn**2/(8*n))
    modulation = abs(d)/nb
lam0 = (4*lam[0.2]-lam[0.4])/3
assert abs(lam[0.2]-1/9) < abs(lam[0.4]-1/9) < 5e-3
assert abs(lam0-1/9) < 5e-4

# ---- reduced gradient of the 1s density
def s_num(x, h=1e-5):
    return abs(dens(x+h)-dens(x-h))/(2*h)/(2*(6*pi**2*dens(x))**(1/3)*dens(x))
for xx in (0.3, 1.0, 2.5):
    assert abs(s_num(xx)/((6*pi)**(-1/3)*np.exp(2*xx/3))-1) < 1e-8
    assert abs((dens(xx)/18)/(C1*dens(xx)**(5/3))/(5/27*s_num(xx)**2)-1) < 1e-8
r1 = brentq(lambda t: s_num(t)-1, 0.1, 5)
outside = quad(lambda t: 4*pi*t*t*dens(t), r1, 60)[0]
assert abs(r1-0.5*np.log(6*pi)) < 1e-7
assert abs(outside-np.exp(-2*r1)*(1+2*r1+2*r1**2)) < 1e-8

print(f"1 hartree = {EV:.4f} eV")
print(f"C1 = {C1:.6f}, C2 = {C2:.6f}, 2^(2/3) = {2**(2/3):.6f} (a.u.)")
print(f"box count, N = {Nbox}: C1 = {C1box:.4f}, C2 = {C2box:.4f} (a.u.)")
print(f"pi^(2/3) = {pi**(2/3):.6f}, (6pi)^(1/3) = {(6*pi)**(1/3):.6f}, (6pi)^(2/3) = {(6*pi)**(2/3):.6f}")
print(f"int n^(5/3) = {I53:.6f} bohr^-2")
print(f"H 1s exact T = {T1s:.6f} hartree = {T1s*EV:.3f} eV")
print(f"H 1s T_W = {W1s:.6f} hartree = {W1s*EV:.3f} eV")
print(f"H 1s T_TF polarised = {TF:.6f} hartree = {TF*EV:.3f} eV, error {100*(TF/T1s-1):.2f} %")
print(f"H 1s T_W/9 = {W1s/9:.6f} hartree")
print(f"H 1s T_GE2 polarised = {GE2:.6f} hartree = {GE2*EV:.3f} eV, error {100*(GE2/T1s-1):+.2f} %")
print(f"H 1s T_TF unpolarised = {TFu:.6f} hartree, error {100*(TFu/T1s-1):.2f} %")
print(f"H 1s T_GE2 unpolarised = {GE2u:.6f} hartree, error {100*(GE2u/T1s-1):.2f} %")
for Z, (E, T, TW, TT) in fd.items():
    print(f"finite diff Z={Z}: E={E:.4f} T={T:.4f} T_W={TW:.4f} T_TF={TT:.4f} T_GE2={TT+TW/9:.4f} hartree")
print(f"H 2s: T = {T2s:.6f}, T_W = {W2s:.6f} hartree")
print(f"H 2p m=1: T = {T2p:.6f}, T_W = {W2p:.6f}, phase term = {phase2p:.6f} hartree")
print(f"1/F small eta: eta^2 coefficient {c2}, eta^4 coefficient {c4}; lambda = {c2/3}")
print(f"1/F large eta: eta^2 coefficient {large.coeff(y, 0)}, constant {large.coeff(y, 2)}")
print("cosine gas, mu = 0.5 hartree, V0 = 0.01 hartree (chi in bohr^-3/hartree):")
for q, e, a, b, c in resp:
    print(f"  q={q} /bohr, eta={e:.4f}: chi exact={a:.6f}, Lindhard={b:.6f}, T2 ratio={c:.4f}")
print(f"cosine gas, mu = 0.5 hartree, V0 = 0.05 hartree, relative modulation {modulation:.3f}:")
print(f"  lambda(q=0.4 /bohr) = {lam[0.4]:.5f}, lambda(q=0.2 /bohr) = {lam[0.2]:.5f}")
print(f"  lambda extrapolated to q=0 = {lam0:.5f}, 1/9 = {1/9:.5f}")
print(f"s(0) = {(6*pi)**(-1/3):.4f}, s(1 bohr) = {s_num(1.0):.4f}, s(2 bohr) = {s_num(2.0):.4f}")
print(f"s = 1 at r = {r1:.4f} bohr; electron fraction beyond = {outside:.4f}")
print(f"local gradient/TF ratio at s = 1: {(dens(r1)/18)/(C1*dens(r1)**(5/3)):.4f}")
print("tests ok")
```

Running it gives:

```
1 hartree = 27.2114 eV
C1 = 4.557800, C2 = 2.871234, 2^(2/3) = 1.587401 (a.u.)
box count, N = 1000000: C1 = 4.5578, C2 = 2.8712 (a.u.)
pi^(2/3) = 2.145029, (6pi)^(1/3) = 2.661340, (6pi)^(2/3) = 7.082731
int n^(5/3) = 0.100698 bohr^-2
H 1s exact T = 0.500000 hartree = 13.606 eV
H 1s T_W = 0.500000 hartree = 13.606 eV
H 1s T_TF polarised = 0.458961 hartree = 12.489 eV, error -8.21 %
H 1s T_W/9 = 0.055556 hartree
H 1s T_GE2 polarised = 0.514517 hartree = 14.001 eV, error +2.90 %
H 1s T_TF unpolarised = 0.289127 hartree, error -42.17 %
H 1s T_GE2 unpolarised = 0.344683 hartree, error -31.06 %
finite diff Z=1: E=-0.5000 T=0.5000 T_W=0.5000 T_TF=0.4590 T_GE2=0.5145 hartree
finite diff Z=2: E=-2.0000 T=2.0000 T_W=2.0000 T_TF=1.8358 T_GE2=2.0581 hartree
H 2s: T = 0.125000, T_W = 0.125000 hartree
H 2p m=1: T = 0.125000, T_W = 0.062500, phase term = 0.062500 hartree
1/F small eta: eta^2 coefficient 1/3, eta^4 coefficient 8/45; lambda = 1/9
1/F large eta: eta^2 coefficient 3, constant -3/5
cosine gas, mu = 0.5 hartree, V0 = 0.01 hartree (chi in bohr^-3/hartree):
  q=0.8 /bohr, eta=0.4000: chi exact=-0.047865, Lindhard=-0.047867, T2 ratio=1.0000
  q=4.0 /bohr, eta=2.0000: chi exact=-0.004459, Lindhard=-0.004459, T2 ratio=1.0000
cosine gas, mu = 0.5 hartree, V0 = 0.05 hartree, relative modulation 0.149:
  lambda(q=0.4 /bohr) = 0.11357, lambda(q=0.2 /bohr) = 0.11171
  lambda extrapolated to q=0 = 0.11110, 1/9 = 0.11111
s(0) = 0.3758, s(1 bohr) = 0.7319, s(2 bohr) = 1.4255
s = 1 at r = 1.4682 bohr; electron fraction beyond = 0.4376
local gradient/TF ratio at s = 1: 0.1852
tests ok
```
